# The Dirac oscillator: spectrum, exact Foldy–Wouthuysen form and spin-orbit coupling: a program that tests the result

```python
"""Dirac oscillator: H = c alpha.(p - i m w beta r) + beta m c^2.
Results under test:
  E = +- m c^2 sqrt(1 + 2 q eps), eps = hbar w/(m c^2), q = N + 1 + kappa,
  N = 2n + l, kappa = -(l+1) for j = l+1/2 and kappa = l for j = l-1/2;
  U H U^+ = beta sqrt(m^2c^4 + c^2(p^2 + m^2w^2r^2)
                      - beta m w c^2 (3 hbar + 2 sigma.L));
  its limit for large c has the spin-orbit term -(2 w/hbar) L.s.
Scaled variables: length b = sqrt(hbar/(m w)), momentum hbar/b.
Energies are in m c^2 unless a comment says otherwise.
"""
import numpy as np
import scipy.sparse as sparse
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import eval_genlaguerre

# ---------- symbolic operator identities on arbitrary two-spinors ----------
coords = sp.symbols("x y z", real=True)
pauli = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]
r_squared = sum(q**2 for q in coords)


def add(terms):
    return sum(terms, sp.zeros(2, 1))


def sigma_p(u):
    return add([-sp.I * pauli[k] * u.diff(coords[k]) for k in range(3)])


def sigma_r(u):
    return add([coords[k] * pauli[k] * u for k in range(3)])


def sigma_L(u):
    terms = []
    for k in range(3):
        a, b = coords[(k + 1) % 3], coords[(k + 2) % 3]
        terms.append(-sp.I * pauli[k] * (a * u.diff(b) - b * u.diff(a)))
    return add(terms)


def lower_from_upper(u):
    return sigma_p(u) - sp.I * sigma_r(u)


def upper_from_lower(u):
    return sigma_p(u) + sp.I * sigma_r(u)


spinor = sp.Matrix([sp.Function("f")(*coords), sp.Function("g")(*coords)])
p2_plus_r2 = r_squared * spinor - add([spinor.diff(q, 2) for q in coords])
spin_part = 3 * spinor + 2 * sigma_L(spinor)
zero = sp.zeros(2, 1)
product = upper_from_lower(lower_from_upper(spinor))
assert (product - p2_plus_r2 + spin_part).expand() == zero
product = lower_from_upper(upper_from_lower(spinor))
assert (product - p2_plus_r2 - spin_part).expand() == zero

# double commutator that gives spin-orbit coupling for V = r^2/2
V = r_squared / 2


def inner_commutator(u):
    return sigma_p(V * u) - V * sigma_p(u)


double = sigma_p(inner_commutator(spinor)) - inner_commutator(sigma_p(spinor))
assert (double + spin_part).expand() == zero

# ---------- closed-form spinors under the Cartesian Dirac operator ----------
eps_test = sp.Rational(3, 10)
point = dict(zip(coords, (sp.Rational(7, 10), sp.Rational(-2, 5),
                          sp.Rational(9, 10))))
gauss = sp.exp(-r_squared / 2)
tested_spinors = 0
for l0 in (0, 1):
    angular = sp.Matrix([(coords[0] + sp.I * coords[1])**l0, 0])
    for n in (0, 1, 2):
        for kappa in (-(l0 + 1), l0 + 1):
            l = l0 if kappa < 0 else l0 + 1
            q_level = 2 * n + l + 1 + kappa
            half = sp.Rational(1, 2)
            lag = sp.assoc_laguerre(n, l + half, r_squared)
            if kappa < 0:
                upper = gauss * lag * angular
                lag_low = (sp.assoc_laguerre(n - 1, l + 3 * half, r_squared)
                           if n > 0 else sp.Integer(0))
                raw_lower = 2 * sp.I * gauss * lag_low * sigma_r(angular)
            else:
                upper = -gauss * lag * sigma_r(angular)
                lag_low = sp.assoc_laguerre(n, l - half, r_squared)
                raw_lower = (2 * sp.I * (n + l + half) * gauss
                             * lag_low * angular)
            for sign in (1, -1):
                if q_level == 0 and sign < 0:
                    continue
                energy = sign * sp.sqrt(1 + 2 * q_level * eps_test)
                lower = sp.sqrt(eps_test) / (energy + 1) * raw_lower
                res_up = ((1 - energy) * upper
                          + sp.sqrt(eps_test) * upper_from_lower(lower))
                res_low = (sp.sqrt(eps_test) * lower_from_upper(upper)
                           - (1 + energy) * lower)
                residual = [abs(complex(sp.N(e.subs(point), 20)))
                            for e in list(res_up) + list(res_low)]
                size = max(abs(complex(sp.N(e.subs(point), 20)))
                           for e in upper)
                assert size > 1e-3 and max(residual) < 1e-11
                tested_spinors += 1

# ---------- matrices from x and p in a 3D oscillator basis ----------
M = 6                      # largest total quantum number, upper components
dim = M + 4                # one-dimensional basis, larger than needed
a1 = np.diag(np.sqrt(np.arange(1, dim)), 1)
x1 = (a1 + a1.T) / np.sqrt(2)
p1 = (a1 - a1.T) / (1j * np.sqrt(2))
one = sparse.identity(dim)


def on_axis(op, axis):
    factors = [one, one, one]
    factors[axis] = sparse.csr_matrix(op)
    return sparse.kron(sparse.kron(factors[0], factors[1]),
                       factors[2]).tocsr()


X = [on_axis(x1, k) for k in range(3)]
P = [on_axis(p1, k) for k in range(3)]
L = [X[(k + 1) % 3] @ P[(k + 2) % 3] - X[(k + 2) % 3] @ P[(k + 1) % 3]
     for k in range(3)]
R2 = sum(op @ op for op in X)
P2 = sum(op @ op for op in P)
total_N = np.indices((dim, dim, dim)).sum(axis=0).ravel()
sig = [np.array(s.tolist(), dtype=complex) for s in pauli]


def cut(op, rows, cols):
    return op[rows][:, cols].toarray()


def sigma_dot(ops, rows, cols):
    return sum(np.kron(sig[k], cut(ops[k], rows, cols)) for k in range(3))


def root(matrix):
    w, v = np.linalg.eigh(matrix)
    return (v * np.sqrt(w)) @ v.conj().T


up = np.flatnonzero(total_N <= M)
low = np.flatnonzero(total_N <= M - 1)
n_up, n_low = 2 * len(up), 2 * len(low)
beta = np.diag(np.r_[np.ones(n_up), -np.ones(n_low)])
to_low = sigma_dot([P[k] - 1j * X[k] for k in range(3)], low, up)
to_up = sigma_dot([P[k] + 1j * X[k] for k in range(3)], up, low)


def oscillator_part(idx):
    return np.kron(np.eye(2), cut(P2 + R2, idx, idx))


def spin_orbit_part(idx):
    return 3 * np.eye(2 * len(idx)) + 2 * sigma_dot(L, idx, idx)


def dirac_oscillator(eps):
    s = np.sqrt(eps)
    return np.block([[np.eye(n_up), s * to_up], [s * to_low, -np.eye(n_low)]])


def transform(H):
    w, v = np.linalg.eigh(H)
    e = np.abs(w)
    abs_H = (v * e) @ v.conj().T
    norm = (v / np.sqrt(2 * e * (e + 1))) @ v.conj().T
    U = norm @ (abs_H + beta @ H)
    return w, U, U @ H @ U.conj().T


# ---------- worked parameters ----------
mc2 = const.m_e * const.c**2 / const.e / 1e3            # keV
hw = 10.0                                               # keV
eps0 = hw / mc2
omega = hw * 1e3 * const.e / const.hbar                 # rad/s
b_pm = np.sqrt(const.hbar / (const.m_e * omega)) * 1e12

# spectrum with all multiplicities, and exact transformation
H0 = dirac_oscillator(eps0)
assert np.allclose(H0, H0.conj().T, atol=1e-13)
eigenvalues, U0, H_fw = transform(H0)
predicted = []
for N in range(M + 1):
    for l in range(N, -1, -2):
        for kappa in ([-(l + 1), l] if l > 0 else [-1]):
            q = N + 1 + kappa
            E = np.sqrt(1 + 2 * q * eps0)
            predicted += [E] * (2 * abs(kappa))
            if q > 0:
                predicted += [-E] * (2 * abs(kappa))
assert len(predicted) == len(eigenvalues)
spectrum_error = np.max(np.abs(np.sort(predicted) - eigenvalues))
assert spectrum_error < 1e-11
unitarity_error = np.max(np.abs(U0 @ U0.conj().T - np.eye(n_up + n_low)))
closed = np.zeros_like(H_fw)
closed[:n_up, :n_up] = root(np.eye(n_up) + eps0 * (
    oscillator_part(up) - spin_orbit_part(up)))
closed[n_up:, n_up:] = -root(np.eye(n_low) + eps0 * (
    oscillator_part(low) + spin_orbit_part(low)))
fw_error = np.max(np.abs(H_fw - closed))
assert unitarity_error < 1e-11 and fw_error < 1e-11


def count(value):
    return int(np.sum(np.abs(eigenvalues - value) < 1e-9))


odd_counts = []
for k in (1, 2, 3):
    E = np.sqrt(1 + 2 * (2 * k + 1) * eps0)
    assert count(E) == count(-E) == k * (k + 1)
    odd_counts.append(count(E))
zero_modes, missing = count(1.0), count(-1.0)
assert zero_modes == (M + 1) * (M + 2) and missing == 0

print(f"electron rest energy m c^2 = {mc2:.4f} keV")
print(f"hbar omega = {hw:.1f} keV")
print(f"omega = {omega:.5e} rad/s")
print(f"eps = hbar omega/(m c^2) = {eps0:.6f}")
print(f"oscillator length b = {b_pm:.4f} pm")
print(f"closed-form spinors tested = {tested_spinors}")
print(f"matrix basis: upper N <= {M}, lower N <= {M-1}, "
      f"size {n_up + n_low}")
print(f"largest spectrum error = {spectrum_error:.0e} m c^2")
print(f"largest error of closed FW form = {fw_error:.0e} m c^2")
print(f"states at +m c^2 in this basis = {zero_modes}, at -m c^2 = {missing}")
print(f"degeneracies for q = 3, 5, 7: {odd_counts}")

# ---------- low levels; lower weights by quadrature ----------
print("level: n, l, j, q, E - m c^2 (keV), q hbar omega (keV), lower weight")
for n, l, kappa in [(0, 0, -1), (0, 1, -2), (0, 1, 1), (1, 0, -1),
                    (0, 2, -3), (0, 2, 2), (1, 1, -2), (1, 1, 1)]:
    q = 2 * n + l + 1 + kappa
    E = np.sqrt(1 + 2 * q * eps0)

    def F(x):
        return (x**(l + 1) * np.exp(-x * x / 2)
                * eval_genlaguerre(n, l + 0.5, x * x))

    def G(x):
        if kappa < 0:
            lag = eval_genlaguerre(n - 1, l + 1.5, x * x) if n > 0 else 0.0
            DF = -2 * x**(l + 2) * np.exp(-x * x / 2) * lag
        else:
            DF = (2 * (n + l + 0.5) * x**l * np.exp(-x * x / 2)
                  * eval_genlaguerre(n, l - 0.5, x * x))
        return np.sqrt(eps0) * DF / (E + 1)

    norm_F = quad(lambda x: F(x)**2, 0, 12, epsabs=1e-12)[0]
    norm_G = quad(lambda x: G(x)**2, 0, 12, epsabs=1e-12)[0]
    weight = norm_G / (norm_F + norm_G)
    assert abs(weight - (E - 1) / (2 * E)) < 1e-9
    j2 = 2 * abs(kappa) - 1
    print(f"  {n} {l} {j2}/2 {q}  {(E - 1) * mc2:9.5f}  {q * hw:6.1f}"
          f"  {weight:.6f}")

# ---------- L.s coefficient as c grows at fixed m and omega ----------
# The N = 1 shell has l = 1 only. Coefficients are in units omega/hbar.
shell = np.flatnonzero(np.tile(total_N[up] == 1, 2))
ls = sigma_dot(L, up, up)[np.ix_(shell, shell)] / 2
low_v = np.flatnonzero(total_N <= M + 1)


def electrostatic_coefficient(eps):
    """Dirac operator with V = m w^2 r^2/2 added; energies in hbar w."""
    kinetic = sigma_dot(P, up, low_v) / np.sqrt(eps)
    v_up = np.kron(np.eye(2), cut(R2, up, up)) / 2
    v_low = np.kron(np.eye(2), cut(R2, low_v, low_v)) / 2
    H = np.block([[v_up + np.eye(n_up) / eps, kinetic],
                  [kinetic.conj().T, v_low - np.eye(2 * len(low_v)) / eps]])
    w = np.linalg.eigvalsh(H)
    positive = w[w > 0]
    assert len(positive) == n_up
    p_half, p_three_half = positive[2:4], positive[4:8]
    assert np.ptp(p_half) < 1e-8 and np.ptp(p_three_half) < 1e-8
    # L.s differs by 3/2 hbar^2 between j = 3/2 and j = 1/2
    return (p_three_half.mean() - p_half.mean()) / 1.5


print("c factor, eps, p1/2 - p3/2 splitting (keV), L.s coefficient of the")
print("Dirac oscillator and of the electrostatic-type one (omega/hbar),")
print("and the latter divided by eps")
for factor in (1, 2, 4, 8):
    eps = eps0 / factor**2
    H_trans = transform(dirac_oscillator(eps))[2]
    K = (H_trans[np.ix_(shell, shell)] - np.eye(len(shell))) / eps
    coefficient = np.trace(K @ ls).real / np.trace(ls @ ls).real
    levels = np.linalg.eigvalsh(K)
    splitting = levels[-1] - levels[0]
    # alternating series: the error is below the first omitted term
    assert abs(splitting - (3 - 4.5 * eps)) < 13.5 * eps**2 + 1e-9
    assert abs(coefficient + 2) < 3.1 * eps
    electrostatic = electrostatic_coefficient(eps)
    print(f"  {factor}  {eps:.6f}  {splitting * hw:.5f}  {coefficient:.6f}"
          f"  {electrostatic:+.6f}  {electrostatic / eps:.4f}")
# remaining deviation at the largest c is the next order in eps
assert abs(electrostatic / eps - 0.5) < 0.005
print("OK")
```

Output:

```
electron rest energy m c^2 = 510.9990 keV
hbar omega = 10.0 keV
omega = 1.51927e+19 rad/s
eps = hbar omega/(m c^2) = 0.019570
oscillator length b = 2.7604 pm
closed-form spinors tested = 22
matrix basis: upper N <= 6, lower N <= 5, size 280
largest spectrum error = 4e-15 m c^2
largest error of closed FW form = 3e-15 m c^2
states at +m c^2 in this basis = 56, at -m c^2 = 0
degeneracies for q = 3, 5, 7: [2, 6, 12]
level: n, l, j, q, E - m c^2 (keV), q hbar omega (keV), lower weight
  0 0 1/2 0    0.00000     0.0  0.000000
  0 1 3/2 0    0.00000     0.0  0.000000
  0 1 1/2 3   29.16756    30.0  0.026999
  1 0 1/2 2   19.62322    20.0  0.018491
  0 2 5/2 0    0.00000     0.0  0.000000
  0 2 3/2 5   47.76739    50.0  0.042744
  1 1 3/2 2   19.62322    20.0  0.018491
  1 1 1/2 5   47.76739    50.0  0.042744
c factor, eps, p1/2 - p3/2 splitting (keV), L.s coefficient of the
Dirac oscillator and of the electrostatic-type one (omega/hbar),
and the latter divided by eps
  1  0.019570  29.16756  -1.944504  +0.009438  0.4823
  2  0.004892  29.78302  -1.985534  +0.002424  0.4955
  4  0.001223  29.94516  -1.996344  +0.000610  0.4989
  8  0.000306  29.98625  -1.999084  +0.000153  0.4997
OK
```
